# Why silicon tetrafluoride binds fluoride too strongly without diffuse functions

**Question**

I want a gas-phase number for the first step of fluoride attack on a fluorinated silicon centre, as a model for wet etching of silica:

$$\mathrm{SiF_4+F^-\longrightarrow SiF_5^-}.$$

I ran closed-shell Hartree–Fock in the 6-31G* basis. SiF$_4$ is tetrahedral with bonds of 1.56 Å. SiF$_5^-$ is a trigonal bipyramid with axial bonds of 1.65 Å and equatorial bonds of 1.61 Å. The complex comes out 4.54 eV below the separated reactants.

I am told that this is far too strong, and that I need diffuse functions because F$^-$ is an anion. But SiF$_5^-$ is an anion too. Diffuse functions will lower its energy as well, and a lower complex means stronger binding. Why should the affinity go down, and how can I tell that the free ion is to blame?

**Answer**

Your objection is sound as far as it goes: lowering the complex does strengthen the binding. What matters is whether the complex or the separated reactants gain more, and that has to be computed.

**The balance of three errors**

Define the fluoride affinity as the electronic energy released,

$$A=E(\mathrm{SiF_4})+E(\mathrm{F^-})-E(\mathrm{SiF_5^-}),$$

so that $A>0$ means binding. Call 6-31G* the plain basis ($p$) and 6-31+G* the diffuse basis ($d$). The second contains every function of the first, plus diffuse $s$ and $p$ functions on each atom. I keep your geometries fixed throughout, so that only the basis changes.

Hartree–Fock minimizes the energy over determinants built from the available functions. Every determinant allowed in the plain basis is also allowed in the diffuse one, so the minimum cannot rise. For each species $X$,

$$L(X)=E_p(X)-E_d(X)\ge 0 .$$

Now subtract the two affinities and group the terms by species:

$$\begin{aligned}
A_p-A_d={}&[E_p(\mathrm{SiF_4})-E_d(\mathrm{SiF_4})]+[E_p(\mathrm{F^-})-E_d(\mathrm{F^-})]\\
&-[E_p(\mathrm{SiF_5^-})-E_d(\mathrm{SiF_5^-})]\\
={}&L(\mathrm{SiF_4})+L(\mathrm{F^-})-L(\mathrm{SiF_5^-}).
\end{aligned}$$

The last term carries your objection, with its minus sign. The affinity falls on adding diffuse functions if

$$L(\mathrm{F^-})>L(\mathrm{SiF_5^-})-L(\mathrm{SiF_4}).$$

The variational principle fixes the sign of each $L$, but not the outcome of this comparison.

**The numbers**

The total energies, in hartree, computed with spherical $d$ functions and density-fitted integrals, are:

| Species | 6-31G* | 6-31+G* |
|---|---:|---:|
| SiF$_4$ | −686.94153 | −686.95976 |
| F$^-$ | −99.35016 | −99.41737 |
| SiF$_5^-$ | −786.45843 | −786.49682 |

With 1 hartree = 27.211 eV, the affinities are

$$A_p=-686.94153-99.35016+786.45843=0.16674\ \text{hartree}=4.54\ \text{eV},$$

$$A_d=-686.95976-99.41737+786.49682=0.11969\ \text{hartree}=3.26\ \text{eV}.$$

These are 438 and 314 kJ/mol. Your program may give slightly different digits. Without density fitting the total energies fall by up to 0.0004 hartree and both affinities rise by about 0.005 eV. With Cartesian $d$ functions, the original convention for these bases, and no fitting, the affinities are 4.57 and 3.24 eV.

In the calculation tabulated here, the lowerings are 1.829 eV for F$^-$, 0.496 eV for SiF$_4$ and 1.045 eV for SiF$_5^-$, so

$$A_p-A_d=0.496+1.829-1.045=1.280\ \text{eV}.$$

The complex does improve, by 0.549 eV more than SiF$_4$. The free ion improves by 1.829 eV, which is over three times as much.

A change between two bases does not by itself show which is better for an energy difference. A larger basis from another family, aug-cc-pVDZ, gives $A=3.34$ eV at the same geometries. The diffuse result lies 0.09 eV below this value and the plain result 1.19 eV above it. In that sense 6-31G* overbinds. The comparison value is itself neither the basis-set limit nor an experimental result. A triple-zeta basis with diffuse functions, def2-TZVPD, gives $A=3.11$ eV at the same geometries. This is 0.15 eV below the diffuse result and 1.43 eV below the plain one, so the overbinding of 6-31G* stands.

**What is wrong with the free ion**

The outermost electron of F$^-$ moves, at large distance, in the field of a neutral remainder. There is no Coulomb attraction left in the tail, and the leading radial equation for $u(r)=rR(r)$, in atomic units, is

$$-\tfrac12u''\simeq-\varepsilon u\quad\Rightarrow\quad u\sim e^{-\kappa r},\qquad \kappa=\sqrt{2\varepsilon},$$

where $-\varepsilon$ is the highest occupied orbital energy. The growing solution is discarded because the orbital must be normalizable. A small $\varepsilon$ therefore means a long tail.

For a reference I used a large set of $s$ and $p$ Gaussians with exponents in geometric progression. No higher angular momentum is needed for the closed-shell ion, whose occupied orbitals are $1s$, $2s$ and $2p$. This gives $\varepsilon=4.924$ eV $=0.181$ hartree, hence $\kappa=0.60$ bohr$^{-1}$.

Compare this with the broadest $p$ function on fluorine. For a single Gaussian with radial part $R=re^{-\alpha r^2}$,

$$\langle r^2\rangle=\frac{\int_0^\infty r^6e^{-2\alpha r^2}dr}{\int_0^\infty r^4e^{-2\alpha r^2}dr}=\frac{5}{4\alpha}.$$

The last step follows by integrating the numerator by parts, with $re^{-2\alpha r^2}=-\frac{1}{4\alpha}\frac{d}{dr}e^{-2\alpha r^2}$. The boundary term vanishes and the derivative of $r^5$ supplies the factor 5.

The smallest $p$ exponent is 0.3582 bohr$^{-2}$ in 6-31G* and 0.1076 bohr$^{-2}$ in 6-31+G*. The corresponding rms radii are 1.87 and 3.41 bohr, so the plain basis has little with which to build the tail. The computed ion shows the consequence:

| Basis for F$^-$ | rms electron radius (bohr) | highest level (eV) |
|---|---:|---:|
| 6-31G* | 1.135 | −2.12 |
| 6-31+G* | 1.250 | −4.85 |
| large $s,p$ set | 1.264 | −4.92 |

Without diffuse functions the ion is too compact and its outer electrons appear too weakly bound. Its total energy is too high, and since $E(\mathrm{F^-})$ enters $A$ with a plus sign, this error pushes the affinity up.

**Why the complex suffers less**

Inside SiF$_5^-$ the fluoride can use functions centred on its neighbours. This borrowing can be isolated. Put F$^-$ at an axial site of the complex and keep the basis functions of the other five atoms, but remove their nuclei and electrons. Any energy lowering is then purely a basis effect.

It is 0.974 eV in 6-31G* and 0.034 eV in 6-31+G*. In the plain basis, then, the ion gains almost 1 eV from being near other basis functions, with no chemical bond involved. The difference, $0.974-0.034=0.940$ eV, is about 73% of the 1.280 eV fall in affinity. The SiF$_4$ part, held in the shape it has inside the complex, can borrow functions from the fluoride too, but this adds only $0.085-0.069=0.016$ eV. About 0.32 eV of the fall is therefore not due to borrowing. A likely contribution is that SiF$_5^-$ holds its outer electrons more tightly: in 6-31+G* its highest occupied level is at −10.7 eV, against −4.9 eV for F$^-$, so it has less need of a long tail.

**Putting the blame to the test**

Add the diffuse functions to one partner at a time, treating that partner alike when free and when bound.

- On the incoming fluorine only, taken as axial: $A=3.03$ eV (3.01 eV if it is taken as equatorial).
- On the SiF$_4$ part only: $A=4.95$ eV.

Repairing the fluoride removes the excess binding. Repairing everything else makes it worse, and this second case is the effect you had in mind. There the complex is lowered by 0.907 eV and SiF$_4$ by 0.496 eV, while the free ion stays poor, so $A$ rises by 0.411 eV.

The first case overshoots the balanced value of 3.26 eV by 0.23 eV. Adding the remaining diffuse functions lowers the complex by another $1.045-0.323=0.722$ eV, where 0.323 eV is what the functions on the incoming fluorine had already given it. SiF$_4$ gains only 0.496 eV, and the difference brings $A$ back up. Diffuse functions on one atom are thus a useful diagnosis, but the balanced calculation puts them on all atoms.

**When the argument loses its force**

As the plain basis approaches completeness, every $L(X)$ tends to zero and so does the difference between the affinities. The effect is therefore an error of an incomplete basis. How quickly it fades in larger bases without diffuse functions was not tested here.

Nor must each total energy be converged. In 6-31+G*, F$^-$ still lies $99.45942-99.41737=0.04205$ hartree, or 1.14 eV, above the large $s,p$ result. Yet $A_d$ is within 0.09 eV of the aug-cc-pVDZ value and 0.15 eV of the def2-TZVPD value. From 6-31+G* to aug-cc-pVDZ the energies fall by 0.30 eV for F$^-$, 0.96 eV for SiF$_4$ and 1.34 eV for SiF$_5^-$, and these changes nearly cancel in $A$.

Electron correlation does not rescue the plain basis. Second-order perturbation theory (MP2), with the fluorine $1s$ and silicon $1s2s2p$ electrons left uncorrelated, gives 4.77 eV in 6-31G* and 3.08 eV in 6-31+G*. The fall grows to 1.69 eV.

Your rounded bond lengths matter little in the plain basis, as far as a common stretch can show. If stretching all bonds together has slope $g$ and curvature $k$, minimizing $gx+\frac12kx^2$ gives $x=-g/k$ and an energy gain of $g^2/(2k)$. From energies at stretches of ±0.02 Å in 6-31G*, the gain is 0.0001 eV for SiF$_4$ and 0.007 eV for SiF$_5^-$. Separate relaxation of axial and equatorial bonds is not included, and relaxation in the diffuse basis was not tested.

**What this means for etching**

About 3.3 eV is a gas-phase Hartree–Fock electronic energy in double-zeta bases with diffuse functions, not a binding free energy in an etch bath. It is not converged in the basis: def2-TZVPD lowers it to 3.11 eV, a shift of 0.15 eV from 6-31+G* and 0.24 eV from aug-cc-pVDZ, and still larger bases were not tried. The largest omission I can size is water. The Born model treats an ion as a charged sphere of radius $a$ in a dielectric, with hydration energy

$$-\frac{e^2}{8\pi\varepsilon_0a}\left(1-\frac1{\varepsilon_r}\right).$$

Take a rough $\varepsilon_r=78$. For F$^-$ use 1.2 times the van der Waals radius tabulated for fluorine, $a=1.76$ Å; for SiF$_5^-$ add the mean bond length, which gives $a=3.39$ Å. With $e^2/(4\pi\varepsilon_0)=14.40$ eV Å, the hydration lost on binding is

$$\frac{14.40}{2}\left(1-\frac1{78}\right)\left(\frac1{1.764}-\frac1{3.390}\right)\approx1.9\ \text{eV}.$$

This neglects hydrogen bonds and the hydration of neutral SiF$_4$, so it shows only the size of the effect. Two free particles also become one. For ideal gases at 298 K and 1 bar, the translational entropy lost costs $T\Delta S\approx0.44$ eV.

Both effects weaken the binding, and together they are comparable with the affinity itself. A real bath also contains HF and HF$_2^-$, and the silicon atoms under attack are still tied to the oxide network. Zero-point energy and the rotational and vibrational entropies are missing as well. Use the diffuse-basis value as one ingredient of a solution model, not as a predictor of etch rate.
